# Maximum Elastic Energy Transfer to a Stationary Target Atom: verification in Python

```python
"""Maximum elastic energy transfer to a free target atom at rest.

Result under test: T <= gamma*E, gamma = 4*M1*M2/(M1+M2)**2.
M1, M2: projectile and target masses; E: projectile kinetic energy;
T: target kinetic energy after the collision; b: impact parameter;
phi: recoil angle in the laboratory; theta: deflection of relative velocity.
More detailed laws: T = gamma*E*cos(phi)**2 = gamma*E*sin(theta/2)**2.
Internal units: mass u, energy eV, length angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from pyscf.data.elements import MASSES

Z1, Z2 = 7, 72
M1, M2 = float(MASSES[Z1]), float(MASSES[Z2])
E = 500.0
SCREENING = 0.15
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10
STRENGTH = Z1 * Z2 * COULOMB
SPEED_KM_S = np.sqrt(const.e / const.atomic_mass) / 1000
TIME_FS = 1e-10 / (SPEED_KM_S * 1000) * 1e15


def gamma_factor(m1, m2):
    return 4 * m1 * m2 / (m1 + m2) ** 2


def screened_potential(r):
    return STRENGTH * np.exp(-r / SCREENING) / r


def screened_force_over_r(r):
    return screened_potential(r) * (1 / r + 1 / SCREENING) / r


def gaussian_force_over_r(height, width=0.3):
    return lambda r: 2 * height / width**2 * np.exp(-(r / width) ** 2)


def collide(m1, m2, b, force_over_r):
    """Integrate Newton's equations for both particles in the lab frame."""
    start = 4.0
    speed = np.sqrt(2 * E / m1)

    def rhs(t, y):
        separation = y[0:2] - y[2:4]
        force = force_over_r(np.hypot(*separation)) * separation
        return np.concatenate((y[4:8], force / m1, -force / m2))

    t_end = 2.5 * start / speed
    sol = solve_ivp(rhs, (0, t_end), [-start, b, 0, 0, speed, 0, 0, 0],
                    method="DOP853", rtol=1e-11, atol=1e-11,
                    t_eval=np.linspace(0, t_end, 4001))
    assert sol.success
    v1, v2 = sol.y[4:6], sol.y[6:8]
    energy_target = 0.5 * m2 * np.sum(v2**2, axis=0)
    return sol.t, v1[:, -1], v2[:, -1], energy_target


def deflection(b, e_cm):
    """Scattering integral for the screened repulsion, by quadrature."""
    def radial(r):
        return 1 - screened_potential(r) / e_cm - (b / r) ** 2
    u_max = 1 / brentq(radial, 1e-3, 10.0, xtol=1e-15, rtol=1e-14)

    def integrand(s):
        u = u_max * (1 - s * s)
        return 2 * u_max * s / np.sqrt(radial(1 / u))
    return np.pi - 2 * b * quad(integrand, 0, 1, epsabs=1e-10, epsrel=1e-9)[0]


gamma = gamma_factor(M1, M2)
T_max = gamma * E
E_cm = E * M2 / (M1 + M2)
v = np.sqrt(2 * E / M1)

# Conservation laws solved numerically for each recoil direction.
angles = np.radians(np.arange(0, 90))
transfers = []
for phi in angles:
    def energy_excess(s):
        px = M1 * v - M2 * s * np.cos(phi)
        py = -M2 * s * np.sin(phi)
        return (px**2 + py**2) / (2 * M1) + M2 * s**2 / 2 - E
    root = brentq(energy_excess, 1e-6 * v, 4 * v, xtol=1e-14)
    transfers.append(0.5 * M2 * root**2)
transfers = np.array(transfers)
assert np.argmax(transfers) == 0
assert abs(transfers[0] - T_max) < 1e-8 * E
assert np.allclose(transfers, T_max * np.cos(angles) ** 2, atol=1e-7 * E)

# Head-on trajectory: final velocities, energy and duration of transfer.
t, v1_end, v2_end, target_energy = collide(M1, M2, 0.0, screened_force_over_r)
T_head = target_energy[-1]
assert abs(T_head - T_max) < 1e-6 * E
assert abs(v2_end[0] - 2 * M1 * v / (M1 + M2)) < 1e-6 * v
assert abs(v1_end[0] - (M1 - M2) * v / (M1 + M2)) < 1e-6 * v
E_left = 0.5 * M1 * np.sum(v1_end**2)
assert abs(E_left / E - ((M1 - M2) / (M1 + M2)) ** 2) < 1e-6
t10 = t[np.argmax(target_energy > 0.1 * T_head)]
t90 = t[np.argmax(target_energy > 0.9 * T_head)]

# Off-centre trajectories against the separately computed deflection.
rows = []
for b in (0.1, 0.3, 0.6):
    _, _, recoil, energy = collide(M1, M2, b, screened_force_over_r)
    theta = deflection(b, E_cm)
    phi = np.arctan2(abs(recoil[1]), recoil[0])
    assert abs(energy[-1] - T_max * np.sin(theta / 2) ** 2) < 1e-5 * E
    assert abs(phi - (np.pi - theta) / 2) < 1e-5
    assert energy[-1] < T_max
    rows.append((b, np.degrees(theta), np.degrees(phi), energy[-1]))

# Reaching the bound needs a barrier higher than the centre-of-mass energy.
T_high = collide(M1, M2, 0.0, gaussian_force_over_r(2 * E_cm))[3][-1]
T_low = collide(M1, M2, 0.0, gaussian_force_over_r(0.5 * E_cm))[3][-1]
assert abs(T_high - T_max) < 1e-6 * E
assert abs(T_low) < 1e-6 * E
for b in (0.1, 0.2, 0.3):
    T_soft = collide(M1, M2, b, gaussian_force_over_r(0.5 * E_cm))[3][-1]
    assert 0 < T_soft < T_max

# Mass dependence from head-on trajectories.
ratios = np.array([0.5, 0.8, 1.0, 1.25, 2.0])
fractions = np.array([collide(M1, q * M1, 0.0, screened_force_over_r)[3][-1] / E
                      for q in ratios])
assert np.allclose(fractions, gamma_factor(1.0, ratios), atol=1e-6)
assert np.argmax(fractions) == 2 and abs(fractions[2] - 1) < 1e-6
assert np.allclose(fractions, fractions[::-1], atol=1e-6)
swapped = collide(M2, M1, 0.0, screened_force_over_r)[3][-1]
assert abs(swapped - T_head) < 1e-6 * E

rest_energy = M1 * const.atomic_mass * const.c**2 / const.e
assert E / rest_energy < 1e-6

print(f"N mass M1 = {M1:.3f} u")
print(f"Hf mass M2 = {M2:.2f} u")
print(f"M1 + M2 = {M1 + M2:.3f} u")
print(f"incident energy E = {E:.1f} eV")
print(f"gamma = {gamma:.5f} (dimensionless)")
print(f"maximum transfer gamma*E = {T_max:.2f} eV")
print(f"maximum transfer gamma*E = {T_max * const.e:.3e} J")
print(f"head-on transfer from trajectory = {T_head:.2f} eV")
print(f"energy left to projectile = {E_left:.2f} eV")
print(f"centre-of-mass energy Ec = {E_cm:.2f} eV")
print(f"initial projectile speed = {v * SPEED_KM_S:.2f} km/s")
print(f"centre-of-mass speed V = {M1*v/(M1+M2) * SPEED_KM_S:.3f} km/s")
print(f"head-on target velocity = {v2_end[0] * SPEED_KM_S:.3f} km/s")
print(f"head-on projectile velocity = {v1_end[0] * SPEED_KM_S:.2f} km/s")
print(f"E / (M1 c^2) = {E / rest_energy:.2e} (dimensionless)")
print(f"model screening length = {SCREENING:.2f} angstrom")
print(f"10 to 90 percent transfer time = {(t90 - t10) * TIME_FS:.2f} fs")
for b, theta_deg, phi_deg, transfer in rows:
    print(f"b = {b:.1f} angstrom: theta = {theta_deg:.2f} deg, "
          f"phi = {phi_deg:.2f} deg, T = {transfer:.2f} eV")
print(f"b=0, Gaussian barrier 2 Ec: T = {T_high:.2f} eV")
print(f"b=0, Gaussian barrier 0.5 Ec: T = {abs(T_low):.2f} eV")
for q, fraction in zip(ratios, fractions):
    print(f"M2/M1 = {q:.2f}: head-on T/E = {fraction:.4f} (dimensionless)")
print("tests ok")
```

Printed output:

```
N mass M1 = 14.007 u
Hf mass M2 = 178.49 u
M1 + M2 = 192.497 u
incident energy E = 500.0 eV
gamma = 0.26988 (dimensionless)
maximum transfer gamma*E = 134.94 eV
maximum transfer gamma*E = 2.162e-17 J
head-on transfer from trajectory = 134.94 eV
energy left to projectile = 365.06 eV
centre-of-mass energy Ec = 463.62 eV
initial projectile speed = 83.00 km/s
centre-of-mass speed V = 6.039 km/s
head-on target velocity = 12.078 km/s
head-on projectile velocity = -70.92 km/s
E / (M1 c^2) = 3.83e-08 (dimensionless)
model screening length = 0.15 angstrom
10 to 90 percent transfer time = 0.53 fs
b = 0.1 angstrom: theta = 151.74 deg, phi = 14.13 deg, T = 126.90 eV
b = 0.3 angstrom: theta = 98.01 deg, phi = 40.99 deg, T = 76.88 eV
b = 0.6 angstrom: theta = 35.26 deg, phi = 72.37 deg, T = 12.38 eV
b=0, Gaussian barrier 2 Ec: T = 134.94 eV
b=0, Gaussian barrier 0.5 Ec: T = 0.00 eV
M2/M1 = 0.50: head-on T/E = 0.8889 (dimensionless)
M2/M1 = 0.80: head-on T/E = 0.9877 (dimensionless)
M2/M1 = 1.00: head-on T/E = 1.0000 (dimensionless)
M2/M1 = 1.25: head-on T/E = 0.9877 (dimensionless)
M2/M1 = 2.00: head-on T/E = 0.8889 (dimensionless)
tests ok
```
